# The f-sum rule in the gapped Levine-Louie model of absorption: verification in Python

```python
# Result under test: the gapped (Levine-Louie) absorption
#   eps2(q, w) = eps2_Lindhard(q, sqrt(w^2 - gap^2)) for w > gap, else 0
# obeys  integral_0^inf w eps2(q, w) dw = (pi/2) wp^2  for every q > 0.
# Symbols: q wavevector, w angular frequency (energy), gap the model gap,
# wp plasma frequency, kF Fermi wavevector, n electron density.
# Hartree atomic units inside; eV and 1/nm in the printout.
import cmath
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9

# ---- rough inputs for PMMA, repeat unit C5H8O2 ----
density_gcc = 1.2
threshold_ev = 5.0
permittivity = 2.2
width_ev = 10.0
temperature = 300.0
molar_mass = 5 * 12.011 + 8 * 1.008 + 2 * 15.999
valence = 5 * 4 + 8 * 1 + 2 * 6
all_electrons = 5 * 6 + 8 * 1 + 2 * 8

n_nm3 = density_gcc / molar_mass * sc.N_A * valence * 1e-21
n = n_nm3 * BOHR_NM**3
wp = math.sqrt(4 * math.pi * n)
kF = (3 * math.pi**2 * n) ** (1 / 3)
EF = kF**2 / 2
target = math.pi / 2 * wp**2
gap = threshold_ev / HARTREE
gap_fit = wp / math.sqrt(permittivity - 1)


def eps2_lindhard(q, w):
    """Zero-temperature absorption from occupied discs in k space."""
    if w <= 0:
        return 0.0
    k1, k2 = w / q - q / 2, w / q + q / 2
    return (max(0.0, kF**2 - k1**2) - max(0.0, kF**2 - k2**2)) / q**3


def eps2_gapped(q, w, g):
    return eps2_lindhard(q, math.sqrt(w * w - g * g)) if w > g else 0.0


def eps_lindhard(q, w):
    """Complex Lindhard function for w in the upper half plane."""
    z, u = q / (2 * kF), w / (q * kF)

    def term(x):
        return (1 - x * x) * cmath.log((x + 1) / (x - 1))
    bracket = 0.5 + (term(z - u) + term(z + u)) / (8 * z)
    return 1 + bracket / (math.pi * kF * z * z)


def eps_gapped(q, w, g):
    return eps_lindhard(q, cmath.sqrt(complex(w * w - g * g, 1e-14)))


def nodes(q, g):
    """Start, kink and end of the absorption band."""
    kink, end = abs(q * kF - q * q / 2), q * kF + q * q / 2
    start = 0.0 if q < 2 * kF else kink
    return [math.hypot(x, g) for x in (start, kink, end)]


def integrate(f, points):
    return sum(quad(f, a, b, limit=300, epsabs=1e-11, epsrel=1e-9)[0]
               for a, b in zip(points, points[1:]) if b > a)


def moment(q, g, power):
    return integrate(lambda w: w**power * eps2_gapped(q, w, g), nodes(q, g))


q_list_nm = [2.0, 10.0, 30.0, 60.0]
q_ex = 10.0 * BOHR_NM

# ---- f-sum rule, integrated directly over the physical frequency ----
ratios = {}
for q_nm in q_list_nm:
    for g in (0.0, gap, gap_fit):
        ratios[q_nm, g] = moment(q_nm * BOHR_NM, g, 1) / target
        assert abs(ratios[q_nm, g] - 1) < 1e-6


# ---- direct count of allowed transitions out of the Fermi sphere ----
def count_transitions(q, g, mesh, windows):
    kz = (np.arange(mesh) + 0.5) * 2 * kF / mesh - kF
    kp = (np.arange(mesh) + 0.5) * kF / mesh
    Z, P = np.meshgrid(kz, kp, indexing="ij")
    allowed = (Z**2 + P**2 < kF**2) & ((Z + q)**2 + P**2 > kF**2)
    Z, P = Z[allowed], P[allowed]
    cell = (2 * kF / mesh) * (kF / mesh)
    weight = 4 * math.pi**2 / q**2 * 2 / (2 * math.pi)**3
    weight = weight * 2 * math.pi * P * cell
    delta = q * q / 2 + q * Z
    energy = np.sqrt(delta**2 + g**2)
    parts = [np.sum((weight * delta / energy)[(energy > a) & (energy < b)])
             for a, b in windows]
    return np.sum(weight * delta), parts


windows = [(a / HARTREE, b / HARTREE) for a, b in ((6, 10), (10, 15), (15, 19))]
count_coarse, _ = count_transitions(q_ex, gap, 1000, windows)
count_fine, parts = count_transitions(q_ex, gap, 2000, windows)
assert abs(count_fine / target - 1) < 3e-3  # mesh error at sphere surface
kink_ex = nodes(q_ex, gap)[1]
for (a, b), part in zip(windows, parts):
    cuts = [a] + ([kink_ex] if a < kink_ex < b else []) + [b]
    exact = integrate(lambda w: eps2_gapped(q_ex, w, gap), cuts)
    assert abs(part / exact - 1) < 1e-2  # window edges fall between points

# ---- alternatives that break the rule, and the third moment ----
base = nodes(q_ex, 0.0)
shift_ratio = integrate(lambda w: w * eps2_lindhard(q_ex, w - gap),
                        [x + gap for x in base]) / target
cut_ratio = integrate(lambda w: w * eps2_lindhard(q_ex, w),
                      [gap, base[1], base[2]]) / target
predicted = 1 + gap * moment(q_ex, 0.0, 0) / target
assert abs(shift_ratio - predicted) < 1e-6
assert shift_ratio > 1.05 and cut_ratio < 0.99
third_0, third_g = moment(q_ex, 0.0, 3), moment(q_ex, gap, 3)
assert abs(third_g / (third_0 + gap**2 * target) - 1) < 1e-6


def partial_share(g, limit):
    pts = [p for p in nodes(q_ex, g) if p < limit] + [limit]
    return integrate(lambda w: w * eps2_gapped(q_ex, w, g), pts) / target


share_0 = partial_share(0.0, 10 / HARTREE)
share_g = partial_share(gap, 10 / HARTREE)


# ---- Kramers-Kronig partner against the substituted complex function ----
def real_part_kk(q, g, w):
    total, pts = 0.0, nodes(q, g)
    for a, b in zip(pts, pts[1:]):
        if a < w < b:
            total += quad(lambda x: x * eps2_gapped(q, x, g) / (x + w), a, b,
                          weight="cauchy", wvar=w, limit=400)[0]
        else:
            total += integrate(lambda x: x * eps2_gapped(q, x, g)
                               / (x * x - w * w), [a, b])
    return 1 + 2 / math.pi * total


kk_rows = []
for w_ev in (3.0, 9.0, 16.0, 40.0):
    w = w_ev / HARTREE
    from_kk, closed = real_part_kk(q_ex, gap, w), eps_gapped(q_ex, w, gap)
    assert abs(from_kk - closed.real) < 1e-4 * max(1, abs(closed))
    assert abs(eps2_gapped(q_ex, w, gap) - closed.imag) < 1e-6
    kk_rows.append((w_ev, from_kk, closed.real))

# ---- long-wave static permittivity ----
q_small = 0.01
eps_static = 1 + wp**2 / gap**2
eps_static_num = 1 + 2 / math.pi * moment(q_small, gap, -1)
assert abs(eps_static_num / eps_static - 1) < 5e-3  # order q^2 remainder
fit_num = 1 + 2 / math.pi * moment(q_small, gap_fit, -1)
assert abs(fit_num / permittivity - 1) < 5e-3


# ---- loss function: continuum plus plasmon pole ----
def plasmon(q, g, local_field=0.0):
    edge = nodes(q, g)[2] * (1 + 1e-9)

    def f(w):
        return 1 + (1 - local_field) * (eps_gapped(q, w, g).real - 1)
    return brentq(f, edge, 5.0, xtol=1e-13) if f(edge) < 0 else None


def loss_shares(q, g):
    cont = integrate(lambda w: w * (-1 / eps_gapped(q, w, g)).imag, nodes(q, g))
    pole, part = plasmon(q, g), 0.0
    if pole is not None:
        h = 1e-4
        slope = (eps_gapped(q, pole + h, g).real
                 - eps_gapped(q, pole - h, g).real) / (2 * h)
        part = math.pi * pole / slope
    return cont / target, part / target, pole


loss_10 = loss_shares(q_ex, gap)
loss_30 = loss_shares(30 * BOHR_NM, gap)
assert loss_10[2] is not None and loss_30[2] is None
for row in (loss_10, loss_30):
    assert abs(row[0] + row[1] - 1) < 1e-5
long_wave = [math.hypot(wp, g) for g in (gap, gap_fit)]
for g, value in zip((gap, gap_fit), long_wave):
    assert abs(plasmon(q_small, g) / value - 1) < 1e-3

# ---- finite temperature: sum rule at T = 0.1 EF, chemical potential EF ----
T = 0.1 * EF


def eps2_thermal(q, w):
    k1, k2 = w / q - q / 2, w / q + q / 2
    return 2 * T * (np.logaddexp(0, (EF - k1**2 / 2) / T)
                    - np.logaddexp(0, (EF - k2**2 / 2) / T)) / q**3


n_hot = quad(lambda k: k * k / math.pi**2
             / (1 + math.exp((k * k / 2 - EF) / T)), 0, 4 * kF)[0]
hot_pts = [math.hypot(x, gap) for x in
           (0, base[1], base[2], q_ex * 4 * kF)]
hot_sum = integrate(lambda w: w * eps2_thermal(
    q_ex, math.sqrt(max(0.0, w * w - gap * gap))), hot_pts)
hot_ratio = hot_sum / (2 * math.pi**2 * n_hot)
assert abs(hot_ratio - 1) < 1e-6
kT_over_EF = sc.k * temperature / sc.e / (EF * HARTREE)

# ---- exchange in the local field (Hubbard form) ----
G = 0.5 * q_ex**2 / (q_ex**2 + kF**2)
pole_hubbard = plasmon(q_ex, gap, G)
w_high = 50.0
P_high = eps_gapped(q_ex, w_high, gap).real - 1
tail = -w_high**2 * P_high / (1 - G * P_high)
assert abs(tail / wp**2 - 1) < 2e-3  # high-frequency tail keeps wp^2

# ---- lifetime broadening in the long-wave limit (energies in eV) ----
wp_ev = wp * HARTREE


def eps_damped(w):
    return 1 + wp_ev**2 / (threshold_ev**2 - w * w - 1j * width_ev * w)


def damped_strength(f, a, b):
    return quad(lambda w: w * f(w), a, b, limit=300)[0] / (math.pi / 2 * wp_ev**2)


def absorb(w):
    return eps_damped(w).imag


def loss(w):
    return (-1 / eps_damped(w)).imag


for f in (absorb, loss):
    whole = damped_strength(f, 0, 100) + damped_strength(f, 100, np.inf)
    assert abs(whole - 1) < 1e-5
below_abs = damped_strength(absorb, 0, threshold_ev)
below_loss = damped_strength(loss, 0, threshold_ev)

# ---- printout ----
print(f"density (rough input): {density_gcc:.1f} g/cm3")
print(f"absorption threshold (rough input): {threshold_ev:.1f} eV")
print(f"optical permittivity (rough input): {permittivity:.1f}")
print(f"molar mass of repeat unit: {molar_mass:.2f} g/mol")
print(f"valence electrons per unit: {valence}")
print(f"valence electron density: {n_nm3:.1f} nm^-3")
print(f"plasma energy: {wp_ev:.3f} eV")
print(f"Fermi wavevector: {kF / BOHR_NM:.3f} nm^-1")
print(f"Fermi energy: {EF * HARTREE:.3f} eV")
print(f"f-sum target (pi/2) wp^2: {target * HARTREE**2:.2f} eV^2")
print(f"gap fitted to permittivity: {gap_fit * HARTREE:.3f} eV")
print("sum/target at gap = 0, threshold, fitted:")
for q_nm in q_list_nm:
    row = "  ".join(f"{ratios[q_nm, g]:.7f}" for g in (0.0, gap, gap_fit))
    print(f"  q = {q_nm:4.0f} nm^-1: {row}")
print("band start, kink, end with threshold gap:")
for q_nm in q_list_nm:
    row = "  ".join(f"{x * HARTREE:.3f}" for x in nodes(q_nm * BOHR_NM, gap))
    print(f"  q = {q_nm:4.0f} nm^-1: {row} eV")
print("below: q = 10 nm^-1, threshold gap, unless stated")
print(f"gapless band kink, end: {base[1]*HARTREE:.3f}, {base[2]*HARTREE:.3f} eV")
print(f"transition count/target, mesh 1000: {count_coarse / target:.6f}")
print(f"transition count/target, mesh 2000: {count_fine / target:.6f}")
print(f"mesh shift: {(count_fine - count_coarse) / target:.1e}")
print(f"rigid shift, sum/target: {shift_ratio:.4f}")
print(f"cut below gap, sum/target: {cut_ratio:.4f}")
print(f"third moment, gapped/gapless: {third_g / third_0:.4f}")
print(f"share of sum below 10 eV, gapless: {share_0:.4f}")
print(f"share of sum below 10 eV, gapped: {share_g:.4f}")
for w_ev, a, b in kk_rows:
    print(f"eps1 at {w_ev:.0f} eV, KK and substituted: {a:.5f}, {b:.5f}")
print(f"static permittivity, q to 0, threshold gap: {eps_static:.2f}")
print(f"long-wave plasmon, threshold gap: {long_wave[0] * HARTREE:.2f} eV")
print(f"long-wave plasmon, fitted gap: {long_wave[1] * HARTREE:.2f} eV")
print(f"plasmon at 10 nm^-1: {loss_10[2] * HARTREE:.3f} eV")
print(f"loss share, continuum: {loss_10[0]:.5f}")
print(f"loss share, plasmon: {loss_10[1]:.5f}")
print(f"loss share at 30 nm^-1, continuum only: {loss_30[0]:.5f}")
print(f"hot gas (T = 0.1 EF), sum/target: {hot_ratio:.7f}")
print(f"kT/EF at {temperature:.0f} K: {kT_over_EF:.5f}")
print(f"Hubbard local-field factor: {G:.4f}")
print(f"plasmon with local field: {pole_hubbard * HARTREE:.3f} eV")
print(f"damping width (rough input): {width_ev:.0f} eV")
print(f"damped, q to 0: absorption sum below gap: {below_abs:.4f}")
print(f"damped, q to 0: loss sum below gap: {below_loss:.4f}")
print(f"core share of all electrons: {1 - valence / all_electrons:.4f}")
print("all tests passed")
```

It prints:

```
density (rough input): 1.2 g/cm3
absorption threshold (rough input): 5.0 eV
optical permittivity (rough input): 2.2
molar mass of repeat unit: 100.12 g/mol
valence electrons per unit: 40
valence electron density: 288.7 nm^-3
plasma energy: 19.953 eV
Fermi wavevector: 20.447 nm^-1
Fermi energy: 15.929 eV
f-sum target (pi/2) wp^2: 625.34 eV^2
gap fitted to permittivity: 18.214 eV
sum/target at gap = 0, threshold, fitted:
  q =    2 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   10 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   30 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   60 nm^-1: 1.0000000  1.0000000  1.0000000
band start, kink, end with threshold gap:
  q =    2 nm^-1: 5.000  5.812  5.974 eV
  q =   10 nm^-1: 5.000  12.789  20.025 eV
  q =   30 nm^-1: 5.000  13.419  81.186 eV
  q =   60 nm^-1: 43.960  43.960  230.698 eV
below: q = 10 nm^-1, threshold gap, unless stated
gapless band kink, end: 11.771, 19.391 eV
transition count/target, mesh 1000: 1.000006
transition count/target, mesh 2000: 0.999996
mesh shift: -1.0e-05
rigid shift, sum/target: 1.4718
cut below gap, sum/target: 0.9670
third moment, gapped/gapless: 1.1561
share of sum below 10 eV, gapless: 0.2644
share of sum below 10 eV, gapped: 0.1717
eps1 at 3 eV, KK and substituted: 4.16627, 4.16627
eps1 at 9 eV, KK and substituted: 4.50939, 4.50939
eps1 at 16 eV, KK and substituted: -1.55979, -1.55979
eps1 at 40 eV, KK and substituted: 0.71763, 0.71763
static permittivity, q to 0, threshold gap: 16.92
long-wave plasmon, threshold gap: 20.57 eV
long-wave plasmon, fitted gap: 27.02 eV
plasmon at 10 nm^-1: 24.530 eV
loss share, continuum: 0.05020
loss share, plasmon: 0.94980
loss share at 30 nm^-1, continuum only: 1.00000
hot gas (T = 0.1 EF), sum/target: 1.0000000
kT/EF at 300 K: 0.00162
Hubbard local-field factor: 0.0965
plasmon with local field: 23.779 eV
damping width (rough input): 10 eV
damped, q to 0: absorption sum below gap: 0.1817
damped, q to 0: loss sum below gap: 0.0016
core share of all electrons: 0.2593
all tests passed
```
